# Relative Spin Density at the Muon from Muonium Contact Constants: verification in Python

```python
# Result under test: the isotropic contact constant A of muonium obeys
#   h A = (2/3) mu0 g_e mu_B (2 mu_muon) rho_s(0),
# so A_silicon / A_vacuum is the ratio of electron SPIN densities at the muon.
# rho_s: up-spin minus down-spin density; a0: Bohr radius.
# Radial energies are in rydberg and lengths in a0; SI is used for magnetism.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from pyscf import gto, scf

A_SILICON = 2006.0   # MHz, given
A_VACUUM = 4463.0    # MHz, given
value = const.physical_constants
a0 = value['Bohr radius'][0]
a0_nm = a0 * 1e9
mass_ratio = const.m_e / value['muon mass'][0]
g_electron = abs(value['electron g factor'][0])
mu_bohr = value['Bohr magneton'][0]
mu_muon = abs(value['muon mag. mom.'][0])


def show(label, number, unit, digits=4):
    print(f"{label}: {number:.{digits}f} {unit}")


# Field at the centre of a magnetized cloud, by Biot-Savart quadrature over
# its bound current. The gradient is taken by finite differences.
def centre_field(cloud, axis):
    radial_x, radial_w = np.polynomial.legendre.leggauss(80)
    r_nodes, r_weights = 7.5 * (radial_x + 1), 7.5 * radial_w
    cosines, c_weights = np.polynomial.legendre.leggauss(16)
    angles = np.arange(16) * 2 * np.pi / 16
    r, c, phi = np.meshgrid(r_nodes, cosines, angles, indexing='ij')
    weights = (r_weights[:, None, None] * c_weights[None, :, None]
               * (2 * np.pi / 16))
    s = np.sqrt(1 - c**2)
    points = np.array([r * s * np.cos(phi), r * s * np.sin(phi), r * c])
    step = 1e-5
    gradient = []
    for k in range(3):
        shift = np.zeros((3, 1, 1, 1))
        shift[k] = step
        gradient.append((cloud(points + shift) - cloud(points - shift))
                        / (2 * step))
    gradient = np.array(gradient)
    transverse = (np.sum(points * gradient, axis=0)
                  - points[axis] * gradient[axis])
    return -np.sum(weights * transverse / r) / (4 * np.pi)


def radius(p):
    return np.sqrt(np.sum(p**2, axis=0))


def spherical_cloud(p):
    return np.exp(-2 * radius(p))


def tetrahedral_cloud(p):
    r = radius(p)
    return np.exp(-2 * r) * (1 + 3 * p[0] * p[1] * p[2] / (1 + r**2)**1.5)


def axial_cloud(p):
    r = radius(p)
    return np.exp(-2 * r) * (1 + 3 * p[2]**2 / (1 + r**2))


field_sphere = centre_field(spherical_cloud, 2)
field_tetra = centre_field(tetrahedral_cloud, 2)
field_axial = [centre_field(axial_cloud, k) for k in range(3)]
assert abs(field_sphere - 2 / 3) < 1e-5
assert abs(field_tetra - 2 / 3) < 1e-5
assert abs(field_axial[2] - 2 / 3) > 0.01
assert abs(np.mean(field_axial) - 2 / 3) < 1e-5

# The spin Hamiltonian S.I must have a triplet-singlet splitting of one.
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
spin_levels = np.linalg.eigvalsh(sum(np.kron(p / 2, p / 2) for p in pauli))
assert np.allclose(spin_levels, [-0.75, 0.25, 0.25, 0.25])

# Vacuum density at the muon: closed form against a radial diagonalization.
kinetic = 1 + mass_ratio
rho_vacuum = 1 / (np.pi * kinetic**3)
step = 0.01
r_grid = step * np.arange(1, 2501)
energy, state = eigh_tridiagonal(
    2 * kinetic / step**2 - 2 / r_grid,
    -kinetic / step**2 * np.ones(len(r_grid) - 1),
    select='i', select_range=(0, 0))
u = state[:, 0] / np.sqrt(step)
slope = (4 * u[0] - u[1]) / (2 * step)
rho_numeric = slope**2 / (4 * np.pi)
assert abs(rho_numeric / rho_vacuum - 1) < 1e-3  # second-order grid error
assert abs(energy[0] + 1 / kinetic) < 1e-3

# Contact frequency per unit spin density, in MHz a0^3.
contact_factor = (2 / 3 * const.mu_0 * g_electron * mu_bohr * 2 * mu_muon
                  / (const.h * a0**3) / 1e6)
A_predicted = contact_factor * rho_numeric
A_formula = contact_factor * rho_vacuum
# Omitted relativistic, radiative and recoil terms are below this tolerance.
assert abs(A_predicted / A_VACUUM - 1) < 1e-3

ratio = A_SILICON / A_VACUUM
ratio_low = (A_SILICON - 0.5) / (A_VACUUM + 0.5)
ratio_high = (A_SILICON + 0.5) / (A_VACUUM - 0.5)
rho_silicon = ratio * rho_vacuum
rho_direct = A_SILICON / contact_factor
assert abs(rho_direct / rho_silicon - 1) < 1e-3

# Two different clouds with the same density at the muon.
radius_vacuum = kinetic * a0_nm
radius_swollen = radius_vacuum * ratio**(-1 / 3)


def population(limit, size):
    return quad(lambda r: 4 * r**2 / size**3 * np.exp(-2 * r / size),
                0, limit)[0]


assert abs(population(40 * radius_swollen, radius_swollen) - 1) < 1e-6
assert abs(a0_nm**3 / (np.pi * radius_swollen**3) / rho_direct - 1) < 1e-3
inside_swollen = population(0.1, radius_swollen)
inside_shared = ratio * population(0.1, radius_vacuum)
assert inside_swollen - inside_shared > 0.1

# Muon zero-point spread in a harmonic well, checked by diagonalization.
quantum = 0.2  # eV, chosen round value
k_muon = const.hbar**2 / (2 * value['muon mass'][0]) / const.e * 1e18
x = np.linspace(-0.3, 0.3, 2001)
dx = x[1] - x[0]
well_energy, well_state = eigh_tridiagonal(
    2 * k_muon / dx**2 + quantum**2 * x**2 / (4 * k_muon),
    -k_muon / dx**2 * np.ones(len(x) - 1),
    select='i', select_range=(0, 0))
variance = np.sum(well_state[:, 0]**2 * x**2)
assert abs(variance / (k_muon / quantum) - 1) < 1e-3
assert abs(well_energy[0] / (quantum / 2) - 1) < 1e-3
muon_spread = np.sqrt(3 * variance)
bond = value['lattice parameter of silicon'][0] * 1e9 * np.sqrt(3) / 4
averaging_scale = (muon_spread / bond)**2
thermal_weight = np.exp(-quantum * const.e / (const.k * 300))

# Formaldehyde cation: total, spin and unpaired-orbital density at a proton.
# Start from the neutral molecule with one electron taken from its top orbital.
ch, co = 1.10, 1.21  # angstrom, chosen round geometry with HCH = 120 degrees
y, z = ch * np.sin(np.pi / 3), -ch * np.cos(np.pi / 3)
atoms = [('C', (0, 0, 0)), ('O', (0, 0, co)),
         ('H', (0, y, z)), ('H', (0, -y, z))]
basis = '6-311g**'
neutral = gto.M(atom=atoms, basis=basis, verbose=0)
neutral_hf = scf.RHF(neutral).run()
assert neutral_hf.converged
occupied = neutral_hf.mo_coeff[:, :neutral.nelectron // 2]
start = np.array([occupied @ occupied.T,
                  occupied[:, :-1] @ occupied[:, :-1].T])
cation = gto.M(atom=atoms, basis=basis, charge=1, spin=1, verbose=0)
unrestricted = scf.UHF(cation)
unrestricted.kernel(dm0=start)
restricted = scf.ROHF(cation)
restricted.kernel(dm0=start)
assert unrestricted.converged and restricted.converged
proton = cation.atom_coords()[2:3]
orbitals = cation.eval_gto('GTOval_sph', proton)[0]
dm = np.asarray(unrestricted.make_rdm1())
rho_up, rho_down = [orbitals @ d @ orbitals for d in dm]
total_density, spin_density = rho_up + rho_down, rho_up - rho_down
single = np.asarray(restricted.mo_occ) == 1
unpaired_density = float(
    np.sum((orbitals @ np.asarray(restricted.mo_coeff)[:, single])**2))
polarization = spin_density - unpaired_density
assert unpaired_density > 0.005
assert total_density > 2 * abs(spin_density)
assert abs(polarization) > 0.01 * unpaired_density

show("Given silicon contact constant", A_SILICON, "MHz", 0)
show("Given vacuum contact constant", A_VACUUM, "MHz", 0)
show("Centre field / (mu0 M), spherical cloud", field_sphere, "(no unit)")
show("Centre field / (mu0 M), tetrahedral cloud", field_tetra, "(no unit)")
show("Centre field / (mu0 M), axial cloud along axis", field_axial[2],
     "(no unit)")
show("Centre field / (mu0 M), axial cloud across axis", field_axial[0],
     "(no unit)")
show("Centre field / (mu0 M), axial cloud mean", np.mean(field_axial),
     "(no unit)")
show("Singlet eigenvalue of S.I", spin_levels[0], "(no unit)", 2)
show("Triplet eigenvalue of S.I", spin_levels[-1], "(no unit)", 2)
show("Electron-to-muon mass ratio", mass_ratio, "(no unit)", 6)
show("Contact frequency per spin density", contact_factor, "MHz a0^3", 1)
show("Vacuum density at muon, formula", rho_vacuum, "a0^-3", 5)
show("Vacuum density at muon, radial solution", rho_numeric, "a0^-3", 5)
show("Vacuum contact constant from formula", A_formula, "MHz", 1)
show("Formula excess over given vacuum constant",
     100 * (A_formula / A_VACUUM - 1), "%", 3)
show("Silicon/vacuum spin-density ratio", ratio, "(no unit)")
show("Lowest ratio allowed by 0.5 MHz rounding", ratio_low, "(no unit)")
show("Highest ratio allowed by 0.5 MHz rounding", ratio_high, "(no unit)")
show("Amplitude ratio, square root", np.sqrt(ratio), "(no unit)")
show("Silicon spin density at muon, from ratio", rho_silicon, "a0^-3", 5)
show("Silicon spin density at muon, direct", rho_direct, "a0^-3", 5)
show("Silicon spin density, converted", rho_silicon / a0_nm**3, "nm^-3", 1)
show("Vacuum 1s radius", radius_vacuum, "nm")
show("Swollen 1s radius with same muon density", radius_swollen, "nm")
show("Swollen-cloud population within 0.1 nm", inside_swollen, "electron", 3)
show("Shared-cloud population within 0.1 nm", inside_shared, "electron", 3)
show("Chosen muon vibrational quantum", quantum, "eV", 1)
show("Muon three-dimensional rms spread", muon_spread, "nm")
show("Silicon bond length", bond, "nm")
show("Squared spread/bond ratio", 100 * averaging_scale, "%", 1)
show("Excited/ground Boltzmann factor at 300 K", thermal_weight,
     "(no unit)", 6)
show("H2CO+ C-H length, chosen", ch / 10, "nm", 3)
show("H2CO+ C-O length, chosen", co / 10, "nm", 3)
show("H2CO+ total density at proton, UHF", total_density, "a0^-3", 4)
show("H2CO+ spin density at proton, UHF", spin_density, "a0^-3", 4)
show("H2CO+ unpaired-orbital density, ROHF", unpaired_density, "a0^-3", 4)
show("H2CO+ UHF spin minus ROHF orbital density", polarization, "a0^-3", 4)
print("all assertions hold")
```

Printed output:

```
Given silicon contact constant: 2006 MHz
Given vacuum contact constant: 4463 MHz
Centre field / (mu0 M), spherical cloud: 0.6667 (no unit)
Centre field / (mu0 M), tetrahedral cloud: 0.6667 (no unit)
Centre field / (mu0 M), axial cloud along axis: 0.7823 (no unit)
Centre field / (mu0 M), axial cloud across axis: 0.6088 (no unit)
Centre field / (mu0 M), axial cloud mean: 0.6667 (no unit)
Singlet eigenvalue of S.I: -0.75 (no unit)
Triplet eigenvalue of S.I: 0.25 (no unit)
Electron-to-muon mass ratio: 0.004836 (no unit)
Contact frequency per spin density: 14229.2 MHz a0^3
Vacuum density at muon, formula: 0.31374 a0^-3
Vacuum density at muon, radial solution: 0.31366 a0^-3
Vacuum contact constant from formula: 4464.2 MHz
Formula excess over given vacuum constant: 0.027 %
Silicon/vacuum spin-density ratio: 0.4495 (no unit)
Lowest ratio allowed by 0.5 MHz rounding: 0.4493 (no unit)
Highest ratio allowed by 0.5 MHz rounding: 0.4496 (no unit)
Amplitude ratio, square root: 0.6704 (no unit)
Silicon spin density at muon, from ratio: 0.14102 a0^-3
Silicon spin density at muon, direct: 0.14098 a0^-3
Silicon spin density, converted: 951.6 nm^-3
Vacuum 1s radius: 0.0532 nm
Swollen 1s radius with same muon density: 0.0694 nm
Swollen-cloud population within 0.1 nm: 0.550 electron
Shared-cloud population within 0.1 nm: 0.326 electron
Chosen muon vibrational quantum: 0.2 eV
Muon three-dimensional rms spread: 0.0526 nm
Silicon bond length: 0.2352 nm
Squared spread/bond ratio: 5.0 %
Excited/ground Boltzmann factor at 300 K: 0.000437 (no unit)
H2CO+ C-H length, chosen: 0.110 nm
H2CO+ C-O length, chosen: 0.121 nm
H2CO+ total density at proton, UHF: 0.3825 a0^-3
H2CO+ spin density at proton, UHF: 0.0510 a0^-3
H2CO+ unpaired-orbital density, ROHF: 0.0200 a0^-3
H2CO+ UHF spin minus ROHF orbital density: 0.0310 a0^-3
all assertions hold
```
